\section*{Bracketing Static Electronic Permittivity from One Index and a Gap}

\section{An index that cannot be used as it stands}

An oxide film has refractive index 2.10 at 633 nm and absorbs only above 5.80 eV. The square of the index is 4.41. Yet no electronic response compatible with these data and with the film's electron count has a static permittivity of 4.41: the permitted values run from 4.021 to 4.397. The obvious estimate lies outside the range, and the range has a width of 0.376 that no fitting procedure can remove without further information.

The quantity sought is the electronic permittivity with the nuclei held fixed. It is not the full dielectric constant of a gate insulator, to which lattice displacement also contributes. The film is treated as linear, passive and isotropic, or else all quantities refer to one field direction. Electron motion is nonrelativistic. Write $\varepsilon=\varepsilon_{\rm r}+i\varepsilon_2$ and let $E=\hbar\omega$ be the photon energy.

Causality makes $\chi(E)=\varepsilon(E)-1$ analytic in the upper half of the complex energy plane. An insulator has no pole at zero energy, and $\chi$ vanishes at large energy. Cauchy's theorem then gives, with $\mathcal P$ the principal value,
\begin{align}
\operatorname{Re}\chi(E)
&=\frac1\pi\mathcal P\!\int_{-\infty}^{\infty}
\frac{\varepsilon_2(E')}{E'-E}\,dE'\nonumber\\
&=\frac2\pi\mathcal P\!\int_0^\infty
\frac{E'\varepsilon_2(E')}{E'^2-E^2}\,dE'.
\end{align}
The second line combines $E'$ with $-E'$, using the oddness of $\varepsilon_2$. Passivity means $\varepsilon_2\ge0$ at positive energy. The weight $(2/\pi)E'\varepsilon_2\,dE'$ is therefore a nonnegative oscillator strength, and below the optical gap $E_g$
\begin{equation}
\chi(E)=\sum_j\frac{F_j}{E_j^2-E^2},\qquad F_j\ge0,\quad E_j\ge E_g .
\label{osc}
\end{equation}
The sum includes integration over a continuum. The gap is the lowest absorption energy, so excitons count.

The total strength follows from high energy, where binding forces are negligible. An electron in a field $\mathcal E$ obeys $-m\omega^2x=-e\mathcal E$, so $x=e\mathcal E/(m\omega^2)$. With $N$ electrons per volume the polarization is $-eNx$, and
\begin{equation}
\chi\to-\frac{Ne^2}{\varepsilon_0m\omega^2}=-\frac{P}{E^2},
\qquad P=\frac{\hbar^2e^2N}{\varepsilon_0m}.
\end{equation}
Equation~\eqref{osc} tends to $-\sum_jF_j/E^2$, hence $\sum_jF_j=P$.

Let the index $n_1$ be measured at $E_1<E_g$, and define
\[
a=E_1^2,\quad G=E_g^2,\quad t_j=E_j^2,\quad
\chi_1=n_1^2-1>0,\quad \chi_0=\varepsilon(0)-1 .
\]
The error of the obvious estimate has a definite sign:
\begin{equation}
\chi_1-\chi_0=\sum_jF_j\left(\frac1{t_j-a}-\frac1{t_j}\right)
=\sum_j\frac{aF_j}{t_j(t_j-a)}>0 .
\end{equation}
The response rises towards the absorption edge, so the index squared overestimates the static permittivity. The size of the excess depends on where the strength lies.

\section{Two substitutes that also fail}

One could drop the index and use the gap and total strength. Since $1/t_j\le1/G$, this gives $\chi_0\le P/G$. For the film, a density of $9.7\,{\rm g/cm^3}$ and a molar mass of 210.5 g/mol give $2.775\times10^{22}$ formula units per ${\rm cm^3}$. With 88 electrons in each, $P=3367.2\,{\rm eV^2}$, so
\[
\varepsilon(0)\le1+\frac{3367.2}{5.80^2}=101.1 .
\]
This is correct but useless. It puts the strength of every inner-shell electron at the optical gap, which the measured index forbids.

One could instead fit a single oscillator of strength $P$ to the index. That yields one number, but nothing in the data says that the spectrum is a single line. As shown below, the fit returns the largest permitted value, not a central one.

The remedy is to let the spectrum vary freely and ask for the smallest and largest $\chi_0$. Both the objective and the constraints are linear in $F_j$, so this is a pair of linear programs. The strengths are poor numerical unknowns, however, because a large strength at very high energy hardly affects the index. A better unknown is the share of the measured susceptibility,
\begin{equation}
c_j=\frac{F_j}{\chi_1(t_j-a)}\ge0,\qquad\sum_jc_j=1 .
\end{equation}
Inserting $F_j=\chi_1c_j(t_j-a)$ into the total strength gives
\begin{equation}
P=\chi_1\Big(\sum_jc_jt_j-a\Big)
\quad\Longrightarrow\quad
\sum_jc_jt_j=T,\qquad T=a+\frac P{\chi_1}.
\end{equation}
The static response becomes
\begin{equation}
\chi_0=\sum_j\frac{F_j}{t_j}
=\chi_1\left(1-a\sum_j\frac{c_j}{t_j}\right).
\label{objective}
\end{equation}
The index has become a normalization, and the total strength fixes a mean squared energy. All that remains unknown is the mean inverse squared energy.

\section{The two ends}

Set $x_j=t_j/T$ and $D=\sum_jc_j/x_j$. Then $\chi_0=\chi_1[1-(a/T)D]$, and the programs are
\begin{equation}
\min\text{ or }\max D,\qquad
\sum_jc_j=1,\quad\sum_jc_jx_j\le1,\quad c_j\ge0 .
\label{lp}
\end{equation}
The inequality needs a reason, since the total strength is known as an equality. A finite strength $F$ at energy $W$ has share $F/[\chi_1(W^2-a)]$, which vanishes as $W\to\infty$. Its contribution to $\sum_jc_jt_j$ tends to $F/\chi_1$, which does not vanish. Strength can thus be parked at high energy, where it uses up the sum rule and affects neither $\chi_1$ nor $\chi_0$. The slack in \eqref{lp} represents that strength.

For the lower end, $t_j\ge G$ gives $D\le T/G$. For the upper end, start from $(1-x)^2/x\ge0$, which is $1/x\ge2-x$. Averaging with the shares gives $D\ge2-\sum_jc_jx_j\ge1$. Therefore
\begin{equation}
\boxed{\;\chi_1\left(1-\frac aG\right)\le\chi_0
\le\chi_1\left(1-\frac aT\right).\;}
\label{result}
\end{equation}

The upper end is attained by one oscillator at energy $\sqrt T$, the single-line fit of the previous section. Here $E_g$ acts as a lower limit on the absorption energies; if absorption must actually begin at $E_g<\sqrt T$, an arbitrarily small strength there suffices, and the upper end is approached instead of attained. Equality at the lower end requires every share to sit at the gap, so that $\sum_jc_jt_j=G$. If $T>G$ this contradicts the strength condition; the bound is then approached, but not attained, as the surplus strength moves to unbounded energy. Mixtures of permitted spectra are permitted, so all values between the ends occur.

If $T=G$ the two ends coincide and the whole spectrum sits at the gap. If $T<G$ no spectrum fits, because a mean of $t_j$ cannot lie below its smallest allowed value. Such a result means that the index, gap or electron density is wrong, or that an assumption fails. The condition $G\le T$ also states what the sum rule says about permittivity versus gap: a larger susceptibility lowers the largest compatible gap.

For the film $E_1=1.9587$ eV, so $a=3.8365\,{\rm eV^2}$, while $G=33.64\,{\rm eV^2}$ and $\chi_1=3.410$. Then
\begin{align*}
T&=3.8365+\frac{3367.2}{3.410}=991.28\ {\rm eV^2},
\qquad\sqrt T=31.48\ {\rm eV},\\
\varepsilon_{\min}&=1+3.410\left(1-\frac{3.8365}{33.64}\right)=4.021,\\
\varepsilon_{\max}&=1+3.410\left(1-\frac{3.8365}{991.28}\right)=4.397 .
\end{align*}
The corresponding static index lies between 2.005 and 2.097. The largest compatible gap, 31.48 eV, is far above the actual 5.80 eV. For these data the sum rule therefore imposes no tight relation between gap and permittivity.

The three data do unequal work. The index sets the scale. The gap limits how far the static value can fall below $\chi_1$. The total strength lowers the upper end from 4.410 to 4.397, a small gain, because the strength of 88 electrons is large enough for the whole response to come from energies near 31 eV, where it hardly changes between zero energy and $E_1$.

Counting only 16 valence electrons gives $P=612.2\,{\rm eV^2}$ and an upper end of 4.339. This sharper figure is not a guaranteed bound. In an independent-electron picture, a transition from a core orbital to an occupied valence orbital is forbidden, and so is its reverse. Their strengths are equal and opposite, and removing both takes positive strength from the core and negative strength from the valence electrons. The valence sum can therefore exceed the valence count. The figure also assumes that the other 72 electrons add nothing to $\chi_1$, which shallow levels such as Hf 4f and 5p need not respect. For illustration, a 16-electron line together with six more electrons at 38 eV fits the same index and gives $\varepsilon(0)=4.345$.

A smooth spectrum shows where a less extreme response may lie. Take $\varepsilon_2\propto\sqrt{(E^2-G)(W^2-E^2)}$ between the gap and $W$, with strength $612.2\,{\rm eV^2}$ and the measured $\chi_1$. These conditions fix $W=21.43$ eV, and the dispersion integral gives $\varepsilon(0)=4.303$. The other electrons' strength may be placed at arbitrarily high energy without changing this value. By \eqref{objective}, the mean of $1/t$ is $(1-3.303/3.410)/a$, equivalent to a single energy of about 11 eV. The value lies in the upper part of the bracket because this spectrum puts much of the response well above the gap. It illustrates one spectrum and is no estimate for a particular film.

\section{What a grid gets wrong}

A numerical program uses a finite list of energies. This excludes spectra, so unless a node falls exactly at $\sqrt T$, the computed upper end is too low and the bracket is too narrow. The error follows from an identity for any $p,q>0$:
\begin{equation}
\frac1x-\left(\frac1p+\frac1q-\frac{x}{pq}\right)
=\frac{(x-p)(x-q)}{xpq}.
\label{identity}
\end{equation}
Multiplication by $xpq$ verifies it: the left side becomes $pq-qx-px+x^2$.

Let $p<1<q$ be the neighbouring nodes around $x=1$. Every node lies outside the open interval $(p,q)$, so the right side of \eqref{identity} is nonnegative there. Averaging, and using $\sum_jc_jx_j\le1$, gives
\begin{equation}
D_{\rm grid}\ge\frac1p+\frac1q-\frac1{pq}
=1+\frac{(1-p)(q-1)}{pq}.
\end{equation}
Shares on $p$ and $q$ with mean $x=1$ attain this value. The upper end is thus too low by
\begin{equation}
\delta=\chi_1\frac aT\frac{(1-p)(q-1)}{pq}
\le\chi_1\frac aT\frac{(q-p)^2}{4pq},
\end{equation}
since the product of two positive numbers with fixed sum is largest when they are equal.

The solver also returns a multiplier $y\ge0$, the rate at which the minimum $D$ falls when the allowed mean of $x$ is raised. It turns the grid result into a bound for the continuum. For all $x>0$,
\begin{equation}
\frac1x+yx-2\sqrt y=\frac{(1-x\sqrt y)^2}{x}\ge0 .
\end{equation}
Averaging gives $D\ge2\sqrt y-y\sum_jc_jx_j\ge2\sqrt y-y$, hence
\begin{equation}
\chi_0\le\chi_1\left[1-\frac aT(2\sqrt y-y)\right].
\end{equation}
This holds for any nonnegative $y$, even an inaccurate one, apart from rounding in its evaluation. Its excess over the sharp bound is $\chi_1(a/T)(1-\sqrt y)^2$.

On energy grids from 5.8 to 100 eV with 51, 201 and 801 nodes, the deficits are $4.5\times10^{-5}$, $3.0\times10^{-6}$ and $8\times10^{-8}$. The certificate excesses are $3.8\times10^{-6}$, $1.4\times10^{-8}$ and $1.0\times10^{-7}$. The last excess is larger than the one before it, although the grid is finer. The line through the two active nodes has slope $-1/(pq)$, so $y=1/(pq)$, and the excess vanishes when $pq=1$. It therefore depends on where $\sqrt T$ falls between nodes. On the 201-node grid it falls near the middle of its interval; on the 801-node grid it falls near a node, which makes the deficit small and the excess comparatively large.

A second grid error affects the lower end. If the whole strength is forced below a top energy $W$, then $G\le t_j\le H$ with $H=W^2$. Identity \eqref{identity}, written for $t$ with $p=G$ and $q=H$, now has a nonpositive right side. Averaging gives
\[
\sum_j\frac{c_j}{t_j}\le\frac1G+\frac1H-\frac T{GH}.
\]
Substituting this in \eqref{objective}, with $T=a+P/\chi_1$, yields
\begin{align}
\chi_0&\ge\chi_1\left(1-\frac aG-\frac aH+\frac{a^2}{GH}\right)
+\frac{aP}{GH}\nonumber\\
&=\chi_1\left(1-\frac aG\right)\left(1-\frac aH\right)+\frac{aP}{GH}.
\end{align}
Top energies of 50, 100 and 400 eV give lower permittivities of 4.170, 4.058 and 4.023, against 4.021 without a top. The narrowing at 50 eV comes from the imposed cutoff, not from the measurements. The inequality in \eqref{lp} avoids it.

\section{A case with a known static response}

Consider one electron in one dimension with potential $-1/\sqrt{x^2+1}$, in Hartree atomic units; here $x$ is position. Its polarizability is $\alpha(\omega)=\sum_jf_j/(\omega_j^2-\omega^2)$ with total strength 1, so \eqref{result} applies with $\chi\to\alpha$ and $P=1$. The gap is 0.39488. At half the gap, the sum over states gives $\alpha=7.7195$, and the bracket is
\[
5.790\le\alpha(0)\le5.934 .
\]
The static value can be found without a spectrum, from the ground-state energy $U(\mathcal E)\simeq U(0)-\alpha(0)\mathcal E^2/2$ in a static field. A second difference with $\mathcal E=\pm10^{-3}$ gives $\alpha(0)=5.837$, inside the bracket. These values are for a grid spacing of 0.1; in the limit of fine spacing the two polarizabilities and the ends of the bracket rise by 0.003 to 0.005, the gap becomes 0.39489, and the static value stays inside. On the spatial grid the strengths sum to 0.9989 rather than 1. Using 1 is safe, since the upper end rises with $P$.

\section{Uncertain data and real films}

The upper end can be written $\chi_1P/(P+a\chi_1)$. Its derivatives,
\[
\frac{\partial}{\partial\chi_1}:\ \frac{P^2}{(P+a\chi_1)^2},\qquad
\frac{\partial}{\partial P}:\ \frac{a\chi_1^2}{(P+a\chi_1)^2},
\]
are positive. The lower end, $\chi_1(1-a/G)$, rises with $\chi_1$ and $G$. Error intervals therefore enter through their extremes: the smallest index and gap for the lower end, the largest index and density for the upper.

The inputs are rough values for a hafnium dioxide film. Lowering the gap to 5.50 eV at fixed index moves the lower end to 3.978. A density 10\% lower, at fixed index, moves the upper end by $-0.0015$; a relativistic change of the total strength by the same fraction would have the same effect. A rise of 100 K at a rough index slope of $10^{-5}$ per kelvin changes $n_1^2$ by 0.004.

Texture can matter more. The gate field is normal to the film, whereas an optical measurement may sample mainly the in-plane index. If the normal index is higher by 0.05, the ends move up by 0.19 and 0.21, about half the bracket width.

Lattice vibrations lie below $E_1$ and contribute negatively there. For one mode of energy $E_{\rm ph}$ and static step $\Delta$, the electronic susceptibility is the measured $n_1^2-1$ plus
\begin{equation}
L=\frac{\Delta E_{\rm ph}^2}{E_1^2-E_{\rm ph}^2}.
\end{equation}
Rough values $\Delta=16$ and $E_{\rm ph}=40$ meV give $L=0.0067$. The same lattice step would bring the full static constant to about 20, so the electronic bracket must not be used as the gate-capacitance constant.

Defect absorption below the gap can break the lower bound, which is then no longer guaranteed. An oscillator $F_d$ at $E_d$, with $d=E_d^2$ and $a<d<G$, contributes to $\chi_0-(1-a/G)\chi_1$ the amount
\begin{align}
F_d\left[\frac1d-\frac{1-a/G}{d-a}\right]
&=F_d\frac{G(d-a)-(G-a)d}{Gd(d-a)}\nonumber\\
&=-F_d\frac{a(G-d)}{Gd(d-a)} .
\end{align}
Oscillators above the gap contribute nonnegative amounts, so this is the largest possible undercut. For $10^{20}$ defects per ${\rm cm^3}$, each of strength 0.5 at 3.0 eV, it is 0.004. The undercut grows quickly as the level nears $E_1$: the same defects give 0.014 at 2.5 eV and 0.047 at 2.2 eV. The strength here is the one that enters the macroscopic $\varepsilon_2$; if 0.5 is a microscopic value, a Lorentz local-field factor $[(n_1^2+2)/3]^2\simeq4.6$ would raise 0.004 to 0.019. An exponential absorption tail of width 0.10 eV, with $\varepsilon_2=0.5$ at the gap and followed to 2 eV below it, gives $3\times10^{-5}$. Electronic absorption at or below $E_1$ is a different matter: it makes some shares negative or singular, and the derivation fails.

Allowing an index error of $\pm0.02$, a gap from 5.50 to 5.80 eV, $\pm10\%$ in density, the lattice correction from zero to 0.0067 and the stated defects widens the permittivity bracket to 3.90--4.49. Texture is not included.

\section{Choosing the measuring wavelength}

The width of the ideal bracket is
\begin{equation}
\chi_1a\left(\frac1G-\frac1T\right).
\end{equation}
It vanishes as $E_1\to0$, where the measurement becomes the static one. As $E_1\to E_g$ at fixed $\chi_1$, the lower end falls to $\chi_0=0$ and the gap no longer helps. A longer wavelength is therefore better for the electronic problem, but $L$ grows.

Suppose the lattice term is known only to lie between zero and $L$. For $T\gg G$ and $E_1\gg E_{\rm ph}$, the total width is roughly
\[
w(a)=\frac{\chi_1a}{G}+\frac{\Delta E_{\rm ph}^2}{a}.
\]
Setting $dw/da=0$ gives $a^2=\Delta E_{\rm ph}^2G/\chi_1$. With $\chi_1$ held at 3.41,
\[
a^2=\frac{16(0.040)^2(33.64)}{3.41}=0.253\ {\rm eV^4},
\qquad E_1\simeq0.71\ {\rm eV},
\]
or a wavelength near $1.7\,\mu{\rm m}$. The two terms are then equal, about 0.05 each, and $w\simeq0.10$. An index error of $\pm0.02$ spans $4n_1(0.02)\simeq0.17$ in $n_1^2$, which is more. Under these rough inputs, moving from 633 nm into the near infrared is worthwhile, but beyond that point a more accurate index gains more than a further change of wavelength. The numerical output below gives the film's bracket and the corrections to it; the wavelength estimate follows from the arithmetic above.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical film values)
wavelength = 633 nm; photon energy = 1.9587 eV
index = 2.10; optical gap = 5.80 eV
density = 9.7 g/cm3; molar mass = 210.5 g/mol
formula-unit density = 2.7750e+22 cm^-3
strength, 88 electrons = 3367.2 eV^2
strength, 16 electrons = 612.2 eV^2
BRACKET (permittivities are dimensionless)
chi1 = 3.4100; index squared = 4.4100
T = 991.28 eV^2; sqrt(T) = 31.48 eV
static permittivity: 4.0211 to 4.3968
bracket width = 0.3757
static index: 2.0053 to 2.0969
upper end with 16 electrons = 4.3387
upper end from gap and strength only = 101.1
smooth spectrum: top = 21.43 eV, eps(0) = 4.3030
GRID: nodes, upper-end deficit, certificate excess
  51  4.50e-05  3.83e-06
 201  2.95e-06  1.37e-08
 801  8.24e-08  1.01e-07
FORCED TOP ENERGY: top in eV, lower permittivity
50 eV  4.1701
100 eV  4.0584
400 eV  4.0234
NEGLECTED EFFECTS (rough inputs)
index error = 0.02; low gap = 5.50 eV
lower end at low gap = 3.9775
lattice step = 16; phonon = 40 meV
lattice correction to chi1 = +0.0067
upper-end change at 10% lower density = -0.00146
defects = 1.0e+20 cm^-3, f = 0.5, 3.0 eV
defect shortfall of lower end = 0.00417
tail width = 0.10 eV; eps2 at gap = 0.5
tail shortfall of lower end = 2.70e-05
texture, index +0.05: ends +0.1883, +0.2108
100 K at 1e-5 per K: index squared +0.0042
wider permittivity bracket: 3.9005 to 4.4884
SOFT-COULOMB ATOM (Hartree atomic units)
gap = 0.39488; probe = 0.19744
strength sum = 0.99889; alpha(probe) = 7.71946
finite-field alpha(0) = 5.83661
alpha(0) bracket = 5.78960 to 5.93385
\end{verbatim}
